\section*{Opening angles and inelastic loss in equal-mass collisions}

\section{The right angle}

\textbf{Q:} I send 50 keV cobalt ions through thin cobalt vapour and record the scattered ion and the recoiling atom together. If no energy goes into excitation, why should their directions differ by $90^\circ$, whatever the impact parameter?

\textbf{A:} Take two free particles of equal mass $m$, the target at rest, and speeds far below that of light. Let $\mathbf p_0$ be the incoming momentum, and $\mathbf p_1$ and $\mathbf p_2$ the final momenta of projectile and recoil. Momentum conservation, squared, reads
\begin{equation}
p_0^2=(\mathbf p_1+\mathbf p_2)^2=p_1^2+p_2^2+2\,\mathbf p_1\cdot\mathbf p_2 .
\label{mom}
\end{equation}
Elastic energy conservation is $p_0^2/2m=p_1^2/2m+p_2^2/2m$. Because the masses are equal, multiplying by $2m$ removes them all:
\begin{equation}
p_0^2=p_1^2+p_2^2 .
\end{equation}
Subtraction leaves $\mathbf p_1\cdot\mathbf p_2=0$. If both particles move, they move at right angles. The force, the impact parameter and the beam energy together set how the $90^\circ$ is shared between the two directions, but they do not change the sum.

\textbf{Q:} And the head-on case?

\textbf{A:} The product also vanishes when one momentum is zero. In an elastic head-on collision the projectile stops and the recoil takes everything, so there is no second direction and no opening angle.

I integrated elastic trajectories at 50 keV to see this with real forces. A screened Coulomb repulsion sent the projectile to $39.09^\circ$ at impact parameter 0.010 nm and to $20.56^\circ$ at 0.018 nm. A quite different, exponential repulsion gave $44.45^\circ$ at 0.010 nm. The opening angle was $90.0000^\circ$ each time.

\section{What a loss does}

\textbf{Q:} Suppose the collision excites or ionizes the atoms. Why does the angle close up?

\textbf{A:} Let $E_0$, $E_1$ and $E_2$ be the kinetic energies belonging to the three momenta, and let the italic symbol $Q=E_0-E_1-E_2$ be the energy lost from the motion of the two atoms. Multiplied by $2m$, the energy balance becomes
\begin{equation}
p_0^2=p_1^2+p_2^2+2mQ .
\label{en}
\end{equation}
Momentum is still conserved, so (\ref{mom}) stands. Subtracting (\ref{en}) from it gives
\begin{equation}
\mathbf p_1\cdot\mathbf p_2=mQ .
\label{dot}
\end{equation}
A positive loss makes the scalar product positive, hence the angle acute. The two atoms must still carry the whole forward momentum, but with less energy, and they do so by flying more nearly parallel. If stored internal energy is released instead, $Q<0$ and the angle exceeds $90^\circ$.

Call the opening angle $\Theta$. Since $p_i=\sqrt{2mE_i}$, the left side of (\ref{dot}) is $2m\sqrt{E_1E_2}\cos\Theta$, and
\begin{equation}
Q=2\sqrt{E_1E_2}\,\cos\Theta .
\label{Q}
\end{equation}

\textbf{Q:} I could simply subtract my measured energies. What does the angle add?

\textbf{A:} It avoids a small difference of large numbers. Suppose $E_1$ is near 44 keV and is read 1\% too high. Subtraction then puts an error of about 440 eV into $Q$. In (\ref{Q}) $E_1$ stands under a square root, so at fixed $\Theta$ the same misreading changes $Q$ by 0.5\% of itself.

\textbf{Q:} Could I do without the final energies?

\textbf{A:} Yes, if you know $E_0$ and both angles to the beam, $\theta_1$ for the projectile and $\theta_2$ for the recoil, on opposite sides, so that $\Theta=\theta_1+\theta_2$. The momentum components across and along the beam give
\begin{align}
p_1\sin\theta_1&=p_2\sin\theta_2,\\
p_0&=p_1\cos\theta_1+p_2\cos\theta_2 .
\end{align}
Multiply the second line by $\sin\theta_2$ and replace $p_2\sin\theta_2$ by $p_1\sin\theta_1$:
\begin{equation}
p_0\sin\theta_2=p_1(\cos\theta_1\sin\theta_2+\sin\theta_1\cos\theta_2)=p_1\sin\Theta .
\end{equation}
Exchanging the labels gives $p_0\sin\theta_1=p_2\sin\Theta$. Energies go as squared momenta, so $\sqrt{E_1E_2}=E_0\sin\theta_1\sin\theta_2/\sin^2\Theta$, and (\ref{Q}) becomes
\begin{equation}
Q=2E_0\,\frac{\sin\theta_1\sin\theta_2\cos\Theta}{\sin^2\Theta}.
\label{ang}
\end{equation}
This form fails when both particles move along the beam, where it reads $0/0$.

\section{Why the opening angle alone is not enough}

\textbf{Q:} Then may I calibrate $\Theta$ directly in electronvolts?

\textbf{A:} Not without a second quantity. Split the momenta into the common motion and a relative part $\mathbf q$:
\begin{equation}
\mathbf p_1=\tfrac12\mathbf p_0+\mathbf q,\qquad
\mathbf p_2=\tfrac12\mathbf p_0-\mathbf q .
\end{equation}
Their scalar product is $p_0^2/4-q^2$, which equals $mQ$ by (\ref{dot}). With $p_0^2=2mE_0$,
\begin{equation}
q^2=\frac{p_0^2}{4}-mQ=\frac{p_0^2}{4}f^2,\qquad f=\sqrt{1-\frac{2Q}{E_0}} .
\end{equation}
So the tip of $\mathbf p_1$ lies on a circle of radius $fp_0/2$ about the midpoint of $\mathbf p_0$. For $f=1$, $\mathbf p_0$ is a diameter of that circle, and the right angle is the angle in a semicircle. A loss shrinks the circle. Since $q^2$ cannot be negative, $Q$ is at most $E_0/2$; at that limit only the common motion is left, which momentum conservation fixes.

Let $\chi$ be the angle between $\mathbf q$ and $\mathbf p_0$, which is the scattering angle in the centre-of-mass frame. The vector product is
\begin{equation}
|\mathbf p_1\times\mathbf p_2|
=\left|-\tfrac12\mathbf p_0\times\mathbf q+\tfrac12\mathbf q\times\mathbf p_0\right|
=|\mathbf p_0\times\mathbf q|=\tfrac12 f p_0^2\sin\chi=mfE_0\sin\chi .
\end{equation}
Dividing it by the scalar product $mQ$ gives
\begin{equation}
\tan\Theta=\frac{fE_0\sin\chi}{Q}.
\label{tan}
\end{equation}
The same loss therefore closes the angle most when $\sin\chi$ is small, in grazing and nearly head-on events. In the head-on limit with any loss $0<Q<E_0/2$, both atoms move forward and $\Theta=0$, however small $Q$ is.

\textbf{Q:} Does that matter at ordinary angles?

\textbf{A:} It can reverse the order of two events. I added an equal and opposite drag between the atoms to the screened Coulomb trajectories. The drag is a device for removing energy, not a model of cobalt's electrons. At impact parameter 0.010 nm it took 644.41 eV and left $\Theta=89.238^\circ$. At 0.018 nm it took less, 560.19 eV, yet left a smaller angle, $89.021^\circ$. Equation (\ref{Q}), applied to the final velocities, returned both losses to the digits shown.

\textbf{Q:} Does $\Theta$ by itself tell me anything about the size of $Q$?

\textbf{A:} With $E_0$ known and $\Theta<90^\circ$, it gives an upper bound (for $Q<0$ the final inequality below reverses and becomes a lower bound). Since $Q/E_0=(1-f^2)/2$ and $\sin\chi\le1$, (\ref{tan}) implies for $Q>0$
\begin{equation}
\tan\Theta\le\frac{2f}{1-f^2}=\tan(2\arctan f).
\end{equation}
Hence $\tan(\Theta/2)\le f$, and
\begin{equation}
Q=\frac{E_0}{2}(1-f^2)\le\frac{E_0}{2}\left[1-\tan^2\frac{\Theta}{2}\right].
\label{bound}
\end{equation}
Equality holds at $\chi=90^\circ$, where the two atoms leave symmetrically.

\textbf{Q:} My ion detector stays at one angle. Does a smaller $\Theta$ then mean a larger loss?

\textbf{A:} On one of two branches. From $\mathbf p_2=\mathbf p_0-\mathbf p_1$ we have $p_2^2=p_0^2+p_1^2-2p_0p_1\cos\theta_1$. Put this into (\ref{en}), cancel $p_0^2$, divide by $2p_0^2$, and write $x=p_1/p_0$:
\begin{equation}
x^2-x\cos\theta_1+\frac{Q}{2E_0}=0,\qquad
x=\frac{\cos\theta_1\pm\sqrt{\cos^2\theta_1-2Q/E_0}}{2}.
\label{x}
\end{equation}
The recoil direction follows from the components of $\mathbf p_0-\mathbf p_1$:
\begin{equation}
\tan\theta_2=\frac{x\sin\theta_1}{1-x\cos\theta_1},
\end{equation}
which grows with $x$. On the fast branch (upper sign) a larger $Q$ lowers $x$, so $\theta_2$ and $\Theta$ fall. On the slow branch (lower sign), which is nearly head-on when $Q\ll E_0$, the trend is reversed. An energy reading on the ion separates the two, unless $Q$ is close to $\tfrac12E_0\cos^2\theta_1$, the largest loss possible at that angle, where the branches merge.

\section{A 50 keV cobalt event}

\textbf{Q:} Please put numbers to it, with the ion at $20^\circ$ and a loss of 500 eV.

\textbf{A:} On the fast branch, (\ref{x}) gives
\begin{equation}
\frac{p_1}{p_0}=\frac{0.93969+\sqrt{0.88302-0.02}}{2}=0.93434 .
\end{equation}
Then $E_1=0.93434^2\times50$ keV $=43.65$ keV, and $E_2=50-0.50-43.65=5.85$ keV. The recoil leaves at $69.104^\circ$, so $\Theta=89.104^\circ$. The deficit from a right angle is $0.896^\circ$, or 15.65 mrad. Going back through (\ref{Q}),
\begin{equation}
Q=2\sqrt{43650\times5850}\;\text{eV}\times0.015644=500\ \text{eV}.
\end{equation}
Equation (\ref{ang}) gives 500 eV as well. From $\Theta$ and $E_0$ alone, (\ref{bound}) says only that $Q$ is at most 770 eV.

With $\theta_1$ held at $20^\circ$, the two branches behave as follows.
\begin{center}
\begin{tabular}{ccc}
$Q$ (eV) & fast $\Theta$ (deg) & slow $\Theta$ (deg)\\
250 & 89.553 & 20.052\\
500 & 89.104 & 20.105\\
1000 & 88.197 & 20.213\\
2000 & 86.355 & 20.436
\end{tabular}
\end{center}
The slow projectile has only 1.43 eV at $Q=500$ eV. Thermal motion of the target is no longer negligible beside that, so the last column describes the ideal model.

If $Q$ is held at 500 eV instead and the fast ion is taken at $5^\circ$, $\Theta$ drops to $86.687^\circ$; at $45^\circ$ it is $89.421^\circ$. This is the factor $\sin\chi$ at work. In a real collision $Q$ would itself change with the closeness of approach.

\section{What can imitate a loss}

\textbf{Q:} A deficit below one degree worries me. What else could produce it?

\textbf{A:} First, the angle reading. If $\theta_2$ is read $0.1^\circ$ too small, (\ref{ang}) returns 55 eV too much, 11\% of the loss.

Second, the target is not at rest. If it has momentum $\mathbf p_t$, the two balances are
\begin{align}
p_0^2+p_t^2+2\,\mathbf p_0\cdot\mathbf p_t&=p_1^2+p_2^2+2\,\mathbf p_1\cdot\mathbf p_2,\\
p_0^2+p_t^2&=p_1^2+p_2^2+2mQ .
\end{align}
Subtracting and halving gives $\mathbf p_1\cdot\mathbf p_2=mQ+\mathbf p_0\cdot\mathbf p_t$. The loss inferred from (\ref{Q}) is shifted by $\mathbf p_0\cdot\mathbf p_t/m$. One thermal momentum component has rms value $\sqrt{mk_BT}$, so the rms shift is
\begin{equation}
\frac{p_0\sqrt{mk_BT}}{m}=\sqrt{2E_0k_BT}.
\end{equation}
At 1800 K this is 125 eV, or $0.22^\circ$ in $\Theta$, a quarter of the deficit. A single event is therefore a poor measurement. For an isotropic vapour, with the encounter probability taken as independent of the thermal velocity, the mean shift is zero, and averaging 100 independent events reduces the spread to about 12 eV. With (\ref{Q}), only target motion along the ion beam shifts the result, so a collimated atomic beam crossing it at right angles also helps.

\textbf{Q:} And unequal masses? My ion lacks an electron.

\textbf{A:} For masses $m_1$ and $m_2$ in an elastic event, multiply the energy balance by $2m_1$ to get $p_0^2=p_1^2+(m_1/m_2)p_2^2$. Subtracting this from (\ref{mom}) gives $2\,\mathbf p_1\cdot\mathbf p_2=(m_1/m_2-1)p_2^2$. Now $p_1p_2=2\sqrt{m_1m_2E_1E_2}$ and $p_2^2=2m_2E_2$, so (\ref{Q}) would report
\begin{equation}
Q_{\rm false}=\frac{\mathbf p_1\cdot\mathbf p_2}{\sqrt{m_1m_2}}
=E_2\sqrt{\frac{m_2}{m_1}}\left(\frac{m_1}{m_2}-1\right).
\end{equation}
The missing electron contributes $-0.05$ eV if each atom keeps its charge. If the electron passes from target to projectile during the collision, the same steps give $-(m_e/m)E_1\approx-0.4$ eV, with $m_e$ the electron mass, which is still negligible. A target one mass unit heavier, at the same recoil energy, would contribute $-98$ eV. Cobalt is convenient here because it has a single stable isotope.

\textbf{Q:} Some of my losses end in a free electron, which also carries momentum.

\textbf{A:} If its momentum is $\mathbf k$, replace $\mathbf p_0$ by $\mathbf p_0-\mathbf k$ in (\ref{mom}) and count its kinetic energy in $Q$. Neglecting the change in atomic mass, subtraction of (\ref{en}) gives
\begin{equation}
\mathbf p_1\cdot\mathbf p_2=mQ-\mathbf p_0\cdot\mathbf k+\tfrac12k^2 .
\end{equation}
A 50 eV electron shifts the result by at most about 10 eV, with a sign set by its direction.

Relativity also closes the angle. Using $c^2p^2=E^2+2Emc^2$, with $E$ the kinetic energy, in (\ref{mom}), and $E_0=E_1+E_2$ for an elastic event, the terms in $mc^2$ cancel and $c^2\,\mathbf p_1\cdot\mathbf p_2=E_1E_2$ remains. To leading order the false loss is $E_1E_2/(mc^2)$, here 0.005 eV.

\section{Vapour and solid}

\textbf{Q:} Does all this carry over to implantation into a cobalt film?

\textbf{A:} The energy does: 50 keV lies within the range of ion implanters. The loss of 500 eV is a value chosen for illustration, not a prediction for cobalt. The assumption that breaks is that of a single collision. In vapour at an assumed 1 mTorr and 1800 K, a recoil travelling 10 mm has a 0.67\% chance of passing another atom within 0.20 nm. The chance grows with pressure; in saturated cobalt vapour at 1800 K, roughly 8 mTorr, it would be near 6\%. In the screened Coulomb model such a passage at 0.20 nm turns the 5.85 keV recoil by $0.129^\circ$. If the turn lies in the collision plane, that is worth about 70 eV in $Q$. This is a model figure. Other common screening functions give $0.11^\circ$ to $0.13^\circ$, or 60 to 73 eV. At 0.20 nm the model repulsion is only about 5 eV, comparable with the chemical binding it omits, so the real turn at that distance may be quite different. In solid cobalt, nearest neighbours are only about 0.25 nm apart, so such turns begin at once and accumulate, and closer passages turn the recoil further. The directions of atoms emerging from a film therefore do not give $Q$ through (\ref{Q}). Inside a binary-collision simulation the relation still describes each separate equal-mass encounter, provided the struck atom is treated as free and at rest and the loss is included in the collision kinematics. If a code instead takes the elastic directions and subtracts the loss from the projectile afterwards, the angle stays at $90^\circ$ and (\ref{Q}) returns zero.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Co atomic mass: 58.933 u
Beam energy E0: 50.0 keV; chosen loss Q: 500 eV
Projectile angle theta1: 20.0 deg (fast branch)
Elastic trajectories (force, b, theta1, opening angle):
  screened Coulomb, 0.010 nm, 39.09 deg, 90.0000 deg
  screened Coulomb, 0.018 nm, 20.56 deg, 90.0000 deg
  exponential, 0.010 nm, 44.45 deg, 90.0000 deg
Elastic head-on: projectile keeps E1/E0 below 1e-8: True
Trajectories with drag (screened Coulomb force):
  b 0.010 nm, closest 0.0176 nm, theta1 39.19 deg,
    opening 89.238 deg, drag work 644.41 eV, Q formula 644.41 eV
  b 0.018 nm, closest 0.0230 nm, theta1 20.65 deg,
    opening 89.021 deg, drag work 560.19 eV, Q formula 560.19 eV
Speed ratio f: 0.98995
Centre-of-mass angle chi: 40.212 deg
Momentum ratio p1/p0: 0.93434
Projectile energy E1: 43649.7 eV
Recoil energy E2: 5850.3 eV
Recoil angle theta2: 69.104 deg
Opening angle: 89.104 deg; cosine 0.015644
Deficit from 90 deg: 0.896 deg = 15.65 mrad
Q from energies and opening angle: 500.00 eV
Q from E0 and both angles: 500.00 eV
Upper bound on Q from opening angle alone: 770.2 eV
Q error if theta2 is read 0.1 deg too small: 55.4 eV
At theta1 = 20 deg (Q, fast opening, slow opening):
  250 eV, 89.553 deg, 20.052 deg
  500 eV, 89.104 deg, 20.105 deg
  1000 eV, 88.197 deg, 20.213 deg
  2000 eV, 86.355 deg, 20.436 deg
Slow branch at Q = 500 eV: projectile energy 1.43 eV
At Q = 500 eV, fast branch (theta1, opening angle):
  5 deg, 86.687 deg
  20 deg, 89.104 deg
  45 deg, 89.421 deg
  70 deg, 89.067 deg
Thermal rms spread at 1800 K: 124.5 eV, 0.223 deg
  sampled: 124.3 eV, 0.223 deg
Thermal rms spread for a 300 K gas: 50.8 eV
Relativistic false loss: 0.0047 eV
False loss from the ion's missing electron: -0.054 eV
False loss if target were 1 u heavier: -98.4 eV
Largest shift from one 50 eV electron: 9.6 eV
Vapour: 1.0 mTorr, recoil path 10 mm
Chance of second encounter within 0.20 nm: 0.67 %
Recoil deflection at that distance: 0.129 deg
\end{verbatim}
